\section*{Double hysteresis loops from a two-sublattice Landau energy}

\section{A case that can be seen through: two rigid sublattices}

Let a film contain two sublattices whose polarisations $P_a$ and $P_b$ can only be $+P_0$ or $-P_0$. A coupling energy $gP_aP_b$ with $g>0$ favours opposite signs, and a field $E$ adds $-E(P_a+P_b)$. The terms containing $P_b$ are $-(E-gP_a)P_b$, so sublattice $b$ feels the local field $E-gP_a$. Let each sublattice turn up when its local field exceeds $E_c$, and down when it falls below $-E_c$.

Start from $P_a=+P_0$, $P_b=-P_0$ and raise $E$. Sublattice $b$ feels $E-gP_0$ and turns up at $E=gP_0+E_c$. Both sublattices now feel $E-gP_0$. On lowering the field, this reaches $-E_c$ at $E=gP_0-E_c$, where one of them turns down. The other then feels $E+gP_0$, a more positive field, and stays up.

The result is a loop centred at $gP_0$ with width $2E_c$. Reversing all signs gives its mirror image at negative field, and the loops are separate if $gP_0>E_c$. In this rigid case the coupling sets the position of the loops, and the resistance of each sublattice to reversal sets their width. In the Landau energy used below the polarisations can change in size. An isolated sublattice then has a field $E_c$ only if it is polarised by itself, but the coupled pair can show two loops even when it is not.

\section{The energy and its conventions}

The film is homogeneous and both polarisations lie along its normal. Each is counted per total volume, so $P=P_a+P_b$. The energy density at internal field $E$ is
\begin{equation}
G=-\frac a2(P_a^2+P_b^2)+\frac b4(P_a^4+P_b^4)+gP_aP_b-E(P_a+P_b),
\end{equation}
with $b>0$ and $g>0$. The sign of $a$ is left open. The algebra is in atomic units; no constant of nature appears in it, so any consistent units may be inserted. The field changes slowly, and the state follows a local minimum of $G$ until that minimum disappears. Thermal activation is left out until the last section.

Half the sum and half the difference are convenient variables: $P_a=p+q$, $P_b=p-q$, hence $P=2p$. Then
\begin{align}
P_a^2+P_b^2&=2(p^2+q^2),\qquad P_aP_b=p^2-q^2,\\
P_a^4+P_b^4&=2(p^4+6p^2q^2+q^4),
\end{align}
because the odd powers of $q$ cancel. Collecting terms,
\begin{equation}
G=-(a-g)p^2-(a+g)q^2+\frac b2(p^4+6p^2q^2+q^4)-2Ep .
\end{equation}
The coupling lowers the energy of $q$ and raises that of $p$. The positive term $3bp^2q^2$ makes the two compete.

\section{Two branches of stationary states}

Setting $\partial G/\partial q=0$ gives
\begin{equation}
2q\left[-(a+g)+3bp^2+bq^2\right]=0,
\end{equation}
so either $q=0$ (parallel, equal sublattices) or
\begin{equation}
q^2=\frac{a+g}{b}-3p^2
\end{equation}
(the split state). Setting $\partial G/\partial p=0$ and dividing by 2 gives
\begin{equation}
E=-(a-g)p+bp^3+3bpq^2 .
\end{equation}
For the split state $3bpq^2=3(a+g)p-9bp^3$. The two branches are therefore
\begin{align}
\text{split:}\quad E&=2(a+2g)p-8bp^3,\\
\text{parallel:}\quad E&=-(a-g)p+bp^3 .
\end{align}
They meet where $q$ vanishes, at
\begin{equation}
p_m^2=\frac{a+g}{3b}.
\end{equation}
The split state needs $a+g>0$. At zero field it has $p=0$, $q^2=(a+g)/b$ and $G=-(a+g)^2/(2b)$. The parallel state at zero field, which needs $a>g$, has $G=-(a-g)^2/(2b)$, which is higher. The initial slope of the split branch, with $P=2p$, is $dP/dE=1/(a+2g)$.

\section{Which states are stable}

The second derivatives are
\begin{align}
G_{qq}&=-2(a+g)+6b(p^2+q^2),\\
G_{pp}&=-2(a-g)+6b(p^2+q^2),\qquad G_{pq}=12bpq .
\end{align}
A stationary state is a minimum if $G_{qq}>0$ and $G_{pp}G_{qq}-G_{pq}^2>0$.

\paragraph{Split state.} Inserting $a+g=bq^2+3bp^2$ into $G_{qq}$ gives $4bq^2$, which is positive. Inserting $6bq^2=6(a+g)-18bp^2$ into $G_{pp}$ gives $4a+8g-12bp^2$. Hence
\begin{align}
G_{pp}G_{qq}-G_{pq}^2&=4bq^2(4a+8g-12bp^2)-144b^2p^2q^2\notag\\
&=16bq^2(a+2g-12bp^2).
\end{align}
The split state is stable for $p^2<p_s^2$, with
\begin{equation}
p_s^2=\frac{a+2g}{12b}.
\end{equation}

\paragraph{Parallel state.} Here $q=0$, so $G_{pq}=0$ and $G_{pp}=G_{qq}+4g$. As $p$ falls, $G_{qq}=6bp^2-2(a+g)$ vanishes first, at $p=p_m$. The parallel state is lost through growth of the difference $q$, while it is still stable against a change of the common polarisation.

\section{The switching fields}

The split state loses stability before it merges with the parallel one if $p_s<p_m$. This means $a+2g<4(a+g)$, or $a>-2g/3$. The field at $p_s$ is
\begin{align}
E_{AF}&=p_s\left[2(a+2g)-8bp_s^2\right]
=p_s\left[2-\tfrac23\right](a+2g)\notag\\
&=\frac43(a+2g)\sqrt{\frac{a+2g}{12b}}=c\,(a+2g)^{3/2},
\qquad c=\frac{2}{3\sqrt{3b}} .
\end{align}
The field at $p_m$ is
\begin{align}
E_{FA}&=p_m\left[-(a-g)+\frac{a+g}{3}\right]
=\frac23(2g-a)\,p_m\notag\\
&=c\,(2g-a)\sqrt{a+g}.
\end{align}
It is positive for $a<2g$. Between $p_s$ and $p_m$ the split branch has $dE/dp=2(a+2g)-24bp^2<0$, so $E_{FA}<E_{AF}$.

\section{Why the cycle has two loops}

Take $-2g/3<a<2g$ and join the stable and unstable parts into one curve $\hat E(p)$: the split branch for $|p|<p_m$ and the parallel branch beyond. For $p>0$ it rises to $E_{AF}$ at $p_s$, falls to $E_{FA}$ at $p_m$, and rises again. The last rise starts with slope $-(a-g)+3bp_m^2=2g$, and the slope grows with $p$. For $0<p\le p_m$ the curve is positive, since $a+2g-4bp^2\ge(2g-a)/3>0$. The curve is odd, so a positive field has no state with negative $p$ on it. Parallel stationary states with $|p|<p_m$ exist but are unstable. The stable states at positive field are thus
\begin{itemize}
\item for $E<E_{FA}$: the split state and its mirror image $q\to-q$;
\item for $E_{FA}<E<E_{AF}$: these two and the parallel state;
\item for $E>E_{AF}$: the parallel state alone.
\end{itemize}
This fixes where each jump lands. A rising field carries the split state to $E_{AF}$, where it jumps to the parallel state. A falling field carries the parallel state to $E_{FA}$, where any small difference between the sublattices grows and the film returns to a split state. That state passes through $P=0$ at $E=0$. The symmetry $(p,E)\to(-p,-E)$ then gives the second loop.

\paragraph{Does the jump reverse a sublattice?} At $p_s$,
\begin{equation}
q_s^2=\frac{a+g}{b}-\frac{a+2g}{4b}=\frac{3a+2g}{4b}.
\end{equation}
The minority polarisation $p_s-q_s$ is still negative if $q_s^2>p_s^2$, that is $9a+6g>a+2g$, or $a>-g/2$. For $-2g/3<a<-g/2$ the field has already made the sublattices parallel, though unequal, and the jump merely equalises them.

\section{Where the double loop fails}

Antiparallel coupling is not sufficient by itself.
\begin{itemize}
\item For $a<-g$ there is no sublattice polarisation at zero field, because the coefficients of $p^2$ and $q^2$ in $G$ are then both positive.
\item For $-g<a\le-2g/3$ the split state remains stable up to $p_m$ and turns continuously into the parallel one, without hysteresis.
\item For $a>2g$, $E_{FA}$ is negative: the parallel state, once reached, survives at zero field, and the loops are not separate.
\end{itemize}

The switching fields and the last two statements were tested with $g=b=1$. Eliminating $P_b$ leaves a ninth-degree polynomial in $P_a$; all its real roots were found and classified by the Hessian. The fields where the stable states disappear were:
\begin{center}
\begin{tabular}{rcc}
$a/g$ & $E_{FA}$ & $E_{AF}$\\
$-0.80$ & 0.4820 & 0.4820\\
$-0.60$ & 0.6329 & 0.6376\\
$-0.40$ & 0.7155 & 0.7790\\
$0.75$ & 0.6365 & 1.7553\\
$1.50$ & 0.3043 & 2.5203
\end{tabular}
\end{center}
In the last four rows both agree with the formulas to within $10^{-4}$. In the first row the transition is continuous, and the common value is the field at $p_m$.

\paragraph{Weak coupling.} For $0<g\ll a$ an isolated sublattice has $P_0=\sqrt{a/b}$. It becomes unstable at $|P|=P_0/\sqrt3$ in an opposing field $E_c=ca^{3/2}=2aP_0/(3\sqrt3)$. To first order in $g$,
\begin{align}
E_{AF}&\approx E_c\left(1+\frac{3g}{a}\right)=E_c+\frac{2}{\sqrt3}\,gP_0,\\
E_{FA}&\approx -E_c\left(1-\frac{3g}{2a}\right)=-E_c+\frac{1}{\sqrt3}\,gP_0 .
\end{align}
This is the rigid picture with the partner's actual polarisation in place of $P_0$. At the upward jump the partner is stretched by the field to $2P_0/\sqrt3$, which solves $-aP+bP^3=E_c$. At the downward jump it has shrunk to $P_0/\sqrt3$. Since $a>2g$ here, the loops are not separate: the coupling must be strong enough to overcome $E_c$.

\section{Equilibrium field, barriers and loss}

Minimise $G$ over $q$ at fixed $p<p_m$. The terms with $q$ are $-bq^2\cdot q^2+\frac b2q^4=-\frac b2q^4$, where $q^2=(a+g)/b-3p^2$. Expanding the square and adding the terms in $p$ gives
\begin{equation}
\hat G(p)=-\frac{(a+g)^2}{2b}+2(a+2g)p^2-4bp^4-2Ep,
\end{equation}
so that $d\hat G/dp=2[\hat E(p)-E]$. The same slope holds on the parallel branch. Energy differences are therefore twice the areas between $\hat E(p)$ and the horizontal line at $E$. The split and parallel states have equal energy where the areas above and below the line cancel. Either area, doubled, is then the barrier density.

Close to the switching fields the barriers follow from the shape of the curve. Near its smooth maximum, $\hat E\approx E_{AF}-24bp_s(p-p_s)^2$, and the area under this parabola gives
\begin{equation}
B_{\rm up}\approx\frac{8}{3}\frac{(E_{AF}-E)^{3/2}}{\sqrt{24bp_s}} .
\end{equation}
At $p_m$ the curve has a corner, with slopes $-(6a+4g)$ and $2g$. The area is a triangle:
\begin{equation}
B_{\rm down}\approx(E-E_{FA})^2\left[\frac1{6a+4g}+\frac1{2g}\right].
\end{equation}

For the loss, note that $dG=-P\,dE$ along a stable branch, while at a jump $G$ drops at fixed $E$. Over a closed cycle $G$ returns to its value, so $-\oint P\,dE=\oint E\,dP$ equals the sum of the four energy drops.

\section{Worked example: a 10 nm film}

Take the round values $a=0.15$ and $g=0.20$ in (MV/cm)/($\mu$C/cm$^2$), and $b=0.004$ in (MV/cm)/($\mu$C/cm$^2$)$^3$. The ratio $a/g=0.75$ lies in the double-loop range. With $c=2/(3\sqrt{0.012})=6.086$,
\begin{align}
E_{AF}&=6.086\times0.55^{3/2}=2.48\ \text{MV/cm},\\
E_{FA}&=6.086\times0.25\times\sqrt{0.35}=0.90\ \text{MV/cm}.
\end{align}
These are 0.0248 and 0.0090 V/\AA, or 2.48 and 0.90 V across the film.

At zero field the sublattices carry $\pm\sqrt{0.35/0.004}=\pm9.35\ \mu$C/cm$^2$. At the upward jump $p_s=\sqrt{0.55/0.048}=3.39$ and $q_s=7.29$, so $P_a=10.67$ and $P_b=-3.90\ \mu$C/cm$^2$. The field has weakened the opposing sublattice without reversing it. After the jump, $0.05p+0.004p^3=2.48$ gives $P_a=P_b=8.04$. The total rises from 6.77 to 16.08 $\mu$C/cm$^2$: $b$ turns over while $a$ shrinks. On return, $P$ drops from 10.80 to 1.67 $\mu$C/cm$^2$.

As a test, $P_a$ and $P_b$ were relaxed separately down the slope of $G$ in a cycle between $\pm2.995$ MV/cm in steps of 0.01 MV/cm. The jumps came at 0.895 and $-2.485$ MV/cm in falling field and at $-0.895$ and 2.485 MV/cm in rising field, within one step of the formulas. The energy drops, 6.71 J/cm$^3$ up and 9.49 J/cm$^3$ down, give a loss of $2(6.71+9.49)=32.4$ J/cm$^3$ per cycle; the area of the simulated loops is also 32.4.

\section{What the model leaves out}

The inputs in this section are rough values for sizing.

\paragraph{Thermal activation.} The two states have equal energy at 1.84 MV/cm, with a barrier of 2.42 J/cm$^3$, or 1.89 eV for a cube of edge 5 nm. With an attempt time of $10^{-12}$ s and a dwell time of 1 ms, a barrier of $kT\ln10^9=0.54$ eV is crossed at 300 K. If such a cube switches as a unit, independently of its surroundings, the jumps move to about 2.2 and 1.4 MV/cm. The loop width falls from about 1.6 to 0.8 MV/cm. The lower field moves more (0.49 against 0.28 MV/cm), as the two barrier laws predict: for the required 0.69 J/cm$^3$ they give shifts of about 0.47 and 0.28 MV/cm. The result depends on the volume: a 10 nm cube gives 2.41 and 1.07 MV/cm, and a 3 nm cube has no loop. A cube thinner than the film also carries bound charge once it has switched. If it is treated roughly as a sphere in an isotropic medium with the film's differential permittivity, its barriers at 2.2 and 1.4 MV/cm are about 1.8 and 1.2 J/cm$^3$ instead of 0.69, so independent switching overstates the narrowing for this volume.

\paragraph{An interface layer.} A layer of thickness $d_i$ and relative permittivity $\epsilon_i$ in series with a film of thickness $d$ carries a field of about $P/(\epsilon_0\epsilon_i)$, if the film's linear background displacement is neglected beside $P$. The voltage divided by $d$ is then $E+sP$, with $s=d_i/(d\epsilon_0\epsilon_i)$. This corresponds to an added energy
\begin{equation}
\frac s2(P_a+P_b)^2=\frac s2(P_a^2+P_b^2)+sP_aP_b,
\end{equation}
which is the replacement $a\to a-s$, $g\to g+s$. The layer strengthens the antiparallel coupling. In $E_{AF}$ the sum $a+2g$ grows by $s$; in $E_{FA}$ the factor $2g-a$ grows by $3s$. For 0.5 nm and $\epsilon_i=30$, $s=0.0188$ (MV/cm)/($\mu$C/cm$^2$), and the jumps, in voltage divided by $d$, move to 2.61 and 1.10 MV/cm; keeping a background permittivity of 5 in the film raises them to 2.63 and 1.11. Within this linear-layer model hysteresis ends when $3(a-s)+2(g+s)\le0$, that is $s\ge3a+2g=0.85$ in the same units, far above the present value.

\paragraph{Temperature of use.} Where both polarisations vanish at zero field, $P/E=2/(g-a)$. Equating this to $\epsilon_0C/(T-T_0)$ with fixed $g$ gives $da/dT=-2/(\epsilon_0C)$. For $C=10^5$ K, going from 300 to 358 K at fixed $g$ and $b$ lowers $a$ to 0.137 and moves the jumps to 2.39 and 0.93 MV/cm. With these numbers the condition $a<-g$, under which the Curie law applies, is reached only near 1850 K, so the slope is a linear extrapolation from far above the temperature of use. This trend belongs to the model with fixed $g$ and $b$. In zirconia heating favours the nonpolar tetragonal phase, so the upward switching field need not fall there.

\paragraph{Charge and breakdown.} A linear background susceptibility of 4 adds 0.88 $\mu$C/cm$^2$ at $E_{AF}$. With ideal electrodes it does not move the jumps. Tunnelling from an electrode through a 2.0 eV barrier with mass $0.3\,m_e$, without image-force lowering, gives $2.6\times10^{-8}$ A/cm$^2$ at the peak field. In 1 ms that is $2.6\times10^{-5}\ \mu$C/cm$^2$, negligible beside the switched charge. This rests on the barrier height: 1.7 eV gives $5.5\times10^{-5}$ A/cm$^2$, and 1.5 eV gives $6\times10^{-3}$ A/cm$^2$, or 6 $\mu$C/cm$^2$ in 1 ms, which is not negligible. Leakage through traps is not included. With ideal electrodes the peak field in the film is 0.67 of a rough breakdown field of 4.5 MV/cm. The interface layer above would carry about 6.7 MV/cm at the peak, beyond that value, so treating it as a linear insulator is an idealisation.

\paragraph{Beside real zirconia films.} The parameters were chosen for the rough regime of antiferroelectric zirconia capacitors, with forward switching at a few MV/cm, return near or below 1 MV/cm, and polarisation of order 10 to 20 $\mu$C/cm$^2$. The agreement in scale is thus an input, not a prediction. The model's initial relative permittivity, $1+4+20.5\approx26$, is somewhat below the rough 30 to 40 of zirconia. The nonpolar phase of zirconia is usually tetragonal, not a frozen antipolar crystal, so $P_a$ and $P_b$ are effective variables there. Real films also break the assumption of uniform switching without activation. Of the effects sized here this matters most, halving the loop width for the chosen cube if it switches independently of its surroundings. Domain-wall energy, strain and the spread between grains are not sized, so the activated fields indicate a scale and are not predicted coercive fields. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Reduced model g=b=1: limits found by root search
 a/g=-0.80: E_FA=0.4820, E_AF=0.4820
 a/g=-0.60: E_FA=0.6329, E_AF=0.6376
 a/g=-0.40: E_FA=0.7155, E_AF=0.7790
 a/g= 0.75: E_FA=0.6365, E_AF=1.7553
 a/g= 1.50: E_FA=0.3043, E_AF=2.5203
a=0.15, g=0.20 (MV/cm)/(uC/cm2)
b=0.004 (MV/cm)/(uC/cm2)^3; film 10 nm
Zero-field sublattice polarisation +/-9.354 uC/cm2
Initial dP/dE 1.818 (uC/cm2)/(MV/cm)
Initial susceptibility / eps0: 20.5
p_s=3.385, q_s=7.289, p_m=5.401 uC/cm2
E_AF=2.482 MV/cm = 0.02482 V/angstrom
E_FA=0.900 MV/cm = 0.00900 V/angstrom
Film voltages at E_AF, E_FA: 2.48, 0.90 V
Before up jump: Pa=10.67, Pb=-3.90 uC/cm2
After up jump: Pa=Pb=8.04 uC/cm2
Up jump: P 6.77 -> 16.08 uC/cm2
Down jump: P 10.80 -> 1.67 uC/cm2
Cycle peak 2.995 MV/cm, field step 0.01 MV/cm
Simulated jumps, falling field: [ 0.895 -2.485] MV/cm
Simulated jumps, rising field: [-0.895  2.485] MV/cm
Equilibrium field 1.841 MV/cm
Barrier density there 2.419 J/cm3
Energy drops up, down: 6.71, 9.49 J/cm3
Loss per cycle: drops 32.41, area 32.37 J/cm3
Neglected effects, rough inputs:
Activated cube edge 5 nm, T=300 K
Dwell 1e-03 s, attempt time 1e-12 s
Barrier crossed in dwell time 0.536 eV
Cube barrier at equilibrium field 1.89 eV
Activated up, down: 2.205, 1.390 MV/cm
Interface 0.5 nm, relative permittivity 30
Series s=0.01882 (MV/cm)/(uC/cm2)
With layer up, down: 2.611, 1.103 MV/cm
Curie constant 1e+05 K; use at 358 K
a at that temperature 0.1369 (MV/cm)/(uC/cm2)
Hot up, down: 2.394, 0.929 MV/cm
Background susceptibility 4 (relative to eps0)
Background P at E_AF 0.88 uC/cm2
Electrode barrier 2.0 eV, mass 0.3 m_e
Tunnel exponent at peak field 35.3
Tunnel current at peak field 2.6e-08 A/cm2
Tunnelled charge in dwell time 2.6e-05 uC/cm2
Rough breakdown field 4.5 MV/cm
Peak / breakdown field 0.67
\end{verbatim}
